# Why Kirkendall pores favour the side of the faster diffuser

## Definitions and conventions

A planar diffusion couple has pure A on the left and pure B on the right, joined at $x=0$ at time $t=0$, with $x$ increasing to the right. Both ends are far enough away to remain unchanged. Every lattice site, occupied or vacant, has the same volume $\Omega$. The site fraction of A is $X$. Vacancies are so few that the fraction of B is $1-X$, except where the vacancies themselves are counted; their fraction is $X_V$, with an equilibrium value $X_{\rm eq}$ that is taken to be the same at every composition. In real alloys it generally varies.

The intrinsic fluxes $J_A$, $J_B$ and $J_V$ are measured relative to the local lattice, whose velocity is $v$. Inert markers placed at the original joint move with the lattice. "The A side" means the material to the left of these markers. Stress and vacancy-wind cross terms are left out. The algebra contains no electronic constants and holds unchanged in atomic units, with temperature entering as the energy $k_BT$. Numbers are given in eV, Å and seconds.

With intrinsic diffusivities $D_A$ and $D_B$,

$$
\Omega J_A=-D_A\frac{\partial X}{\partial x},\qquad
\Omega J_B=-D_B\frac{\partial(1-X)}{\partial x}=+D_B\frac{\partial X}{\partial x}.
$$

An atom moves by exchanging places with a vacancy, so the three fluxes relative to the lattice add to zero:

$$
\Omega J_V=-\Omega(J_A+J_B)=(D_A-D_B)\frac{\partial X}{\partial x}. \tag{1}
$$

Since $X$ falls from left to right, $D_A>D_B$ makes $J_V$ negative: vacancies flow towards A. This gives the direction of the flow but not yet the place where vacancies collect. A large flux passing unchanged through a layer leaves nothing behind. The supply of vacancies per site and per unit time is the convergence of the flux,

$$
P=-\Omega\frac{\partial J_V}{\partial x}. \tag{2}
$$

Vacancies accumulate where $P>0$ and are depleted where $P<0$.

## What the sinks do to the lattice

Suppose first that dislocations and other sinks and sources hold $X_V$ at $X_{\rm eq}\ll1$. Let $\sigma$ be the number of sites created per volume and time. The site density $1/\Omega$ is constant, so site balance reads $\partial v/\partial x=\Omega\sigma$. Each created site is a vacancy, and the vacancy balance is

$$
\frac{\partial}{\partial x}\left(J_V+\frac{X_{\rm eq}}{\Omega}v\right)=\sigma .
$$

The second term on the left equals $X_{\rm eq}\sigma$ and is negligible beside $\sigma$. Hence $\sigma=\partial J_V/\partial x$, and

$$
\frac{\partial v}{\partial x}=\Omega\frac{\partial J_V}{\partial x}=-P,\qquad v=\Omega J_V. \tag{3}
$$

The integration constant is zero because $v$ and $J_V$ both vanish far away. Where $P>0$, sites are destroyed and the lattice contracts; where $P<0$, sites are created.

In the fixed frame the flux of A also includes transport by the moving lattice:

$$
\frac{\partial X}{\partial t}=-\frac{\partial}{\partial x}(\Omega J_A+Xv)
=\frac{\partial}{\partial x}\left\{\left[D_A-X(D_A-D_B)\right]\frac{\partial X}{\partial x}\right\}.
$$

The square bracket is the interdiffusion coefficient

$$
\tilde D=(1-X)D_A+XD_B. \tag{4}
$$

For constant $D_A\ne D_B$ it still depends on composition. The profile is then not a symmetric error function, and the zone of accumulation cannot be read off from one.

## Where the supply changes sign

The initial step has no length scale, so $X$ depends only on $\lambda=x/\sqrt t$. Let a prime denote $d/d\lambda$. Then $\partial X/\partial t=-\lambda X'/(2t)$ and $\partial/\partial x=t^{-1/2}d/d\lambda$, which gives

$$
-\frac{\lambda}{2}X'=(\tilde D X')'. \tag{5}
$$

Writing $F=\tilde DX'$ turns this into $F'=-(\lambda/2\tilde D)F$, so $F$ cannot change sign. Because $X$ falls from 1 to 0, $X'<0$ everywhere.

Define $u=\sqrt t\,v=(D_A-D_B)X'$. Equation (3) then gives $P=-u'/t$. A marker starting at the joint has position $x_K=\lambda_K\sqrt t$ and velocity $\lambda_K/(2\sqrt t)$. Equating this to the lattice velocity $u(\lambda_K)/\sqrt t$ gives

$$
\lambda_K=2u(\lambda_K). \tag{6}
$$

Take constant $D_A>D_B$. From (4), $d\tilde D/dX=-(D_A-D_B)$, and expanding the right side of (5) gives

$$
-\frac{\lambda}{2}X'=\tilde D X''-(D_A-D_B)X'^2=\tilde D X''-uX'.
$$

Therefore

$$
\tilde D X''=-X'\left(\frac{\lambda}{2}-u\right). \tag{7}
$$

Both $\tilde D$ and $-X'$ are positive, so $X''$ has the sign of $h=\lambda/2-u$, and so does $u'=(D_A-D_B)X''$. By (6), $h$ vanishes at the markers.

It vanishes nowhere else. At any zero of $h$, equation (7) gives $X''=0$, hence $u'=0$ and $h'=1/2$. Every zero is thus crossed upwards, and a continuous function cannot cross upwards twice without crossing downwards in between. To the left of the markers $h<0$, so $u'<0$ and $P>0$. To the right, $P<0$.

In this model the vacancy flux is strongest at the marker plane, where the supply is zero. The flux grows in magnitude from the B end to the markers, collecting vacancies that the sources must provide, and weakens from the markers to the A end, leaving them behind. The whole A side is supplied with vacancies, and the whole B side loses them.

## When the diffusivities depend on composition

Let $D_A=rD_B$, where $r$ and $D_B$ may depend on $X$. Define $g=D_BX'$ and $q=r(1-X)+X$, so that $\tilde DX'=qg$ and $u=(r-1)g$. With $r'=(dr/dX)X'$,

$$
q'=(1-X)r'-(r-1)X'.
$$

Equation (5) becomes $-\lambda X'/2=qg'+(1-X)r'g-uX'$, or

$$
qg'=-X'\left(\frac{\lambda}{2}-u\right)-(1-X)r'g.
$$

Now multiply $u'=(r-1)g'+r'g$ by $q$ and insert this result. The terms in $r'g$ have the total factor $q-(r-1)(1-X)=1$, leaving

$$
qu'=\frac{dr}{dX}D_BX'^2-(r-1)X'\left(\frac{\lambda}{2}-u\right). \tag{8}
$$

If $r$ is constant, the first term vanishes and the previous argument applies again, however $D_B$ varies. The boundary of accumulation is still the marker plane. For $r>1$ accumulation lies on the A side. For $r<1$ the sign of $u'$ is reversed and accumulation lies on the B side, now the side of the faster diffuser. For $r=1$ there is no net vacancy flux.

If $r$ rises steeply enough with the A content, (6) can have more than one solution, and the original joint then no longer defines a single marker plane. Where $r$ varies but (6) has only one solution, (8) gives at the markers

$$
u'(\lambda_K)=\frac{1}{q}\frac{dr}{dX}D_BX'^2. \tag{9}
$$

Let $r>1$ throughout. When $r$ increases with the A content, $u'$ is positive there: the markers lie in depleted material and the boundary has moved into the A side. When $r$ decreases with the A content, the markers lie inside the accumulation zone, which extends into the B side. Two numerical cases, each with a mean ratio near 4, show displacements of about $3.5\times10^4$ Å into the A side and $3.9\times10^4$ Å into the B side.

The simple rule fails more seriously if $r$ passes through 1. Suppose A is faster in A-rich material and B is faster in B-rich material. Then $u$ is negative on the left, positive on the right and zero at both ends. It must fall from zero at the far left and return to zero from above at the far right, so $u'<0$ near both ends of the diffusion zone. Vacancies then accumulate on both outer flanks.

## From vacancy supply to vacancy excess

A supply of vacancies does not by itself produce pores. Ideal sinks remove every supplied vacancy by removing lattice sites; the result is a marker shift without pores. A driving force for pores needs an excess $S=X_V/X_{\rm eq}-1$.

Let the sinks remove vacancies at the rate $K(X_V-X_{\rm eq})$ per site. If they are dense, local removal balances supply, $P=KX_{\rm eq}S$. In pure A the vacancy diffusivity is $D_A/X_{\rm eq}$, since in a mean-field exchange model an atom can move only when a neighbouring site is vacant. A vacancy travels a typical distance $L$ before removal, with $L^2=D_A/(X_{\rm eq}K)$. Eliminating $K$ gives

$$
S=\frac{PL^2}{D_A}. \tag{10}
$$

This requires $L$ to be much smaller than the width of the diffusion zone. At fixed $\lambda$, $P\propto1/t$, so within this regime the excess decays as the anneal proceeds.

For sparse sinks, vacancy gradients drive a return flux. With exchange coefficients $w_A=D_A/X_{\rm eq}$ and $w_B=D_B/X_{\rm eq}$, the flux of A is the difference between exchanges to the right and to the left:

$$
\Omega J_A=w_A\left(X\frac{\partial X_V}{\partial x}-X_V\frac{\partial X}{\partial x}\right).
$$

The expression for B has $w_B$ and $1-X$. Adding the two and changing the sign gives

$$
\Omega J_V=X_V\frac{\partial W}{\partial x}-W\frac{\partial X_V}{\partial x},
\qquad W=w_AX+w_B(1-X), \tag{11}
$$

for constant $w_A$ and $w_B$. Without sinks, the fast vacancies approach a quasi-steady state across the diffusion zone in which $J_V\approx0$. Equation (11) then gives $X_V\propto W$. The vacancy fraction is higher in A-rich material, by up to the factor $r$ across the zone. This factor is shared between an excess $S_A$ at the A edge and a deficit $S_B$ at the B edge, because both far ends stay at $X_{\rm eq}$. The fluxes that spread them into the pure ends must match, $S_A\sqrt{w_A}=-S_B\sqrt{w_B}$, and $1+S_A=r(1+S_B)$. For $X_{\rm eq}\to0$ this gives $S_A=(r-1)/(1+r^{3/2})$, which is $1/3$ for $r=4$. In this opposite limit $J_A\approx-J_B$, and the markers do not move, because no lattice sites are created or destroyed. The vacancy excess still favours the side of the faster diffuser.

## A couple with round parameters

Take $D_A=4\times10^6$ Å²/s, $D_B=10^6$ Å²/s and $t=10^4$ s. These are model parameters and represent no particular alloy. The similarity solution puts the markers at $x_K=-1.137\times10^5$ Å, a shift of 11.4 µm towards A. The separately located extremum of the vacancy flux agrees with this position to about one part in $10^5$.

The gradient at the markers is $-1.8945\times10^{-6}$ Å⁻¹, so

$$
v=(4-1)\times10^6\times(-1.8945\times10^{-6})=-5.68\ \text{Å/s}.
$$

The marker law gives the same value: $x_K/(2t)=-1.137\times10^5/(2\times10^4)=-5.68$ Å/s.

The A fraction at the markers is 0.65, so the boundary is not the plane of equal composition. The supply peaks at $x=-2.87\times10^5$ Å, where the A fraction is 0.93. This is $1.73\times10^5$ Å deeper into the A side than the markers.

The vacancy volume per area that has crossed the markers is the time integral of $|v|$ there, which is $|x_K|$. It is also the volume of A that has left the A side minus the volume of B that has entered. For constant $r$ these volumes are in the ratio $r=4$, so

$$
\text{A out}=\frac{4}{3}|x_K|=1.52\times10^5\ \text{Å},\qquad
\text{B in}=\frac{1}{3}|x_K|=3.79\times10^4\ \text{Å},
$$

as thicknesses. A numerical exchange model, which uses neither (4) nor the similarity solution, gives $1.51\times10^5$ and $3.80\times10^4$ Å for $L=10^3$ Å. The A side loses more atoms than it gains; its sinks turn the difference into contraction. The thickness $|x_K|$ should not be read as a predicted pore volume, since pores that retain vacancies would alter the lattice motion.

With $X_{\rm eq}=10^{-3}$ and $L=10^4$ Å, the peak supply $2.81\times10^{-5}$ s⁻¹ inserted in (10) gives

$$
S=\frac{2.81\times10^{-5}\times(10^4)^2}{4\times10^6}=7.0\times10^{-4}.
$$

The exchange model gives $6.9\times10^{-4}$. The excess changes sign about $4\times10^3$ Å to the left of the markers, an offset smaller than $L$. The coincidence of the two planes belongs to the ideal-sink limit.

For $L=10^5$ Å, comparable with the diffusion zone, the largest excess is $4.3\times10^{-2}$, whereas (10) would give $7.0\times10^{-2}$. The marker shift drops to $7.5\times10^4$ Å, and the ratio of A out to B in drops to 2.5. This lies between 4 for ideal sinks and a value close to 1 for no sinks, as the return flux in (11) leads one to expect. The largest excess remains well inside the A side, between $x=-2.9\times10^5$ and $-2.7\times10^5$ Å. With equal mobilities the excess vanishes to numerical accuracy.

## What a pore still needs

For dilute vacancies, the free energy gained when one excess vacancy joins an empty pore is $\mu=k_BT\ln(1+S)$. An unstressed spherical pore of radius $R$ and surface energy $\gamma$ contains $4\pi R^3/(3\Omega)$ vacancies, so its free energy is

$$
G=4\pi R^2\gamma-\frac{4\pi R^3}{3\Omega}\mu.
$$

Setting $dG/dR=8\pi R\gamma-4\pi R^2\mu/\Omega$ to zero gives the critical radius

$$
r_c=\frac{2\gamma\Omega}{\mu}. \tag{12}
$$

Smaller pores shrink and larger ones grow. Take $T=1000$ K, $\gamma=0.1$ eV/Å² and $\Omega=12$ Å³. For $L=10^5$ Å,

$$
\mu=0.08617\ln(1.0428)=3.61\times10^{-3}\ \text{eV},\qquad
r_c=\frac{2\times0.1\times12}{3.61\times10^{-3}}=665\ \text{Å}.
$$

For $L=10^4$ Å the critical radius is $4.0\times10^4$ Å. Denser sinks therefore suppress pores while allowing a larger marker shift. Both radii belong to the end of the anneal; earlier, the excess is larger and the critical radius smaller.

Inserting (12) in $G$ gives the barrier $4\pi\gamma r_c^2/3$. Even for the sparse sinks this is about $1.9\times10^5$ eV, against $k_BT=0.086$ eV. Even an excess of $S=1$ would leave a barrier of about 680 eV. Pores of this kind cannot form by thermal fluctuation in perfect crystal; they must grow from cavities larger than the value of $r_c$ at the time, or from defects that remove nearly all of the barrier.

An existing cavity grows where the excess is large enough for its radius to exceed $r_c$. With dense sinks, the flux divergence fixes where the excess is positive; with sparse sinks, the return flux and the earlier supply matter as well. The distribution of cavities and sinks then decides where pores are actually seen. If suitable cavities occupy only part of the region with $S>0$, pores can grow only there, even if the peak of supply lies elsewhere. In the constant-$r$ couple above, $S<0$ on the B side, so $\mu$ is negative and an empty cavity shrinks there. With comparable cavities and sinks on both sides, pores are then favoured on the side of the faster diffuser. If $r$ varies with composition, part of the slower diffuser's side can also have $S>0$. The numerical output gives the marker shifts for all three sink lengths, the excess and critical radius for the two longer ones, and the marker and boundary positions for the composition-dependent cases.

## Numbers as computed

```
D_A = 4.000e+06 A^2/s, D_B = 1.000e+06 A^2/s
anneal time = 1.000e+04 s, length unit = 1.000e+05 A
X_eq = 1.0e-03, T = 1000 K, kT = 0.08617 eV
gamma = 0.10 eV/A^2, site volume = 12.0 A^3
Similarity solution, constant D_A and D_B:
 marker position = -1.13669e+05 A
 accumulation boundary = -1.13668e+05 A
 A fraction at markers = 0.6529
 dX/dx at markers = -1.8945e-06 1/A
 lattice velocity at markers = -5.6834 A/s
 sign changes of supply = 1
 peak supply position = -2.870e+05 A
 A fraction at peak supply = 0.9298
 peak supply = 2.8075e-05 site fraction/s
Varying D, constant ratio:
 marker = -9.19301e+04 A, boundary = -9.19292e+04 A
Ratio r = 4 exp[b(X-1/2)], D_B constant:
 b=+0.8: marker = -1.2553e+05 A, boundary = -1.6041e+05 A
 b=-0.8: marker = -1.0761e+05 A, boundary = -6.8563e+04 A
Vacancy-exchange model:
 sink length = 1.0e+03 A: marker = -1.1318e+05 A
  A out = 1.5108e+05 A, B in = 3.8006e+04 A
  A out / B in = 3.975
 sink length = 1.0e+04 A: marker = -1.0883e+05 A
  A out = 1.4818e+05 A, B in = 3.9457e+04 A
  A out / B in = 3.755
  largest excess S = 6.9323e-04, smallest = -2.8530e-04
  largest excess at x = -2.807e+05 A
  zero of excess at x = -1.130e+05 A
  pore driving energy = 5.972e-05 eV per vacancy
  critical pore radius = 4.019e+04 A
 sink length = 1.0e+05 A: marker = -7.4913e+04 A
  A out = 1.2448e+05 A, B in = 4.9625e+04 A
  A out / B in = 2.508
  largest excess S = 4.2799e-02, smallest = -2.7545e-02
  largest excess at x = -2.780e+05 A
  zero of excess at x = -7.986e+04 A
  pore driving energy = 3.611e-03 eV per vacancy
  critical pore radius = 6.646e+02 A
Local formula for S at sink length 1.0e+04 A = 7.0187e-04
Equal-mobility control: max |S| = 1.1e-10
```
